# Tunnelling crossover temperature of a parabolic barrier, derived in two ways

## Two competing exponentials

A particle of mass $m$ leaves a well over a barrier of height $V_0$, measured from the well bottom. Near its top at $x=0$ the barrier is

$$V(x)=V_0-\tfrac12 m\omega_b^2x^2 ,$$

where $\omega_b$ is an angular frequency. Take an energy $E$ below the top and write $\Delta=V_0-E>0$. The semiclassical tunnelling probability is about $e^{-S/\hbar}$, with

$$S=2\int\sqrt{2m\left(\Delta-\tfrac12m\omega_b^2x^2\right)}\,dx .$$

This is the area of an ellipse with semi-axes $\sqrt{2m\Delta}$ and $\sqrt{2\Delta/(m\omega_b^2)}$, so $S=2\pi\Delta/\omega_b$. With $\beta=1/(k_BT)$, the Boltzmann factor relative to the top is $e^{+\beta\Delta}$. The contribution of this energy to the rate therefore varies as

$$\exp\left[\left(\beta-\frac{2\pi}{\hbar\omega_b}\right)\Delta\right].$$

Both exponents are linear in $\Delta$. If $\beta<2\pi/(\hbar\omega_b)$, deep energies contribute little; if $\beta$ is larger, their weight grows with depth. The balance is at

$$\boxed{T_c=\frac{\hbar\omega_b}{2\pi k_B}}$$

The estimate omits the energies near the top, where $e^{-S/\hbar}$ is not a good transmission probability. Both derivations below include them.

## First derivation: scattering and thermal flux

**The rate.** Assume thermal equilibrium in the well, incoherent hops and no return after a crossing. A level $E_n$ strikes the barrier $\omega(E_n)/2\pi$ times per second, where $\omega(E)$ is the classical frequency in the well, and passes with probability $P(E_n)$. Semiclassical levels are $\hbar\omega(E)$ apart. If the level structure near the top is smeared out, the sum over levels becomes $\int dE/(\hbar\omega)$, the frequency cancels, and

$$k=\frac{1}{2\pi\hbar Z_R}\int P(E)e^{-\beta E}dE .$$

The partition function $Z_R$ is dominated by low levels, which stay discrete. For a harmonic well of frequency $\omega_0$,

$$Z_R=\sum_{n=0}^{\infty}e^{-\beta\hbar\omega_0(n+1/2)}=\frac{1}{2\sinh(\beta\hbar\omega_0/2)} .$$

**Transmission.** Measure $x$ in $\sqrt{\hbar/(m\omega_b)}$ and $p$ in $\sqrt{m\hbar\omega_b}$, so that $[x,p]=i$ and $H-V_0=\tfrac12\hbar\omega_b(p^2-x^2)$. Define

$$q_\pm=\frac{p\pm x}{\sqrt2},\qquad [q_+,q_-]=\tfrac12\left([x,p]-[p,x]\right)=i .$$

In $q_+q_-+q_-q_+$ the cross terms $xp$ and $px$ cancel, leaving $p^2-x^2$. Hence

$$H-V_0=\tfrac12\hbar\omega_b(q_+q_-+q_-q_+).$$

The equations of motion are $\dot q_+=\omega_bq_+$ and $\dot q_-=-\omega_bq_-$. At late times $x\approx q_+/\sqrt2$, so $q_+>0$ means leaving to the right. At early times $x\approx-q_-/\sqrt2$, so $q_->0$ means arriving from the left.

Let $\varepsilon=(E-V_0)/(\hbar\omega_b)$. In the $q_-$ representation $q_+=i\,d/dq_-$, and the eigenvalue equation is

$$i\left(q_-\frac{d}{dq_-}+\frac12\right)\tilde\phi=\varepsilon\tilde\phi .$$

For arrival from the left, $\tilde\phi=q_-^{-i\varepsilon-1/2}$ for $q_->0$ and zero otherwise. The Fourier transform gives the same state in terms of $q_+$. With $z=\tfrac12-i\varepsilon$ and a vanishing convergence factor,

$$\phi(q_+)=\frac{1}{\sqrt{2\pi}}\int_0^\infty s^{z-1}e^{iq_+s}ds=\frac{\Gamma(z)}{\sqrt{2\pi}}(-iq_+)^{-z}.$$

For $q_+>0$, $-iq_+=q_+e^{-i\pi/2}$, which supplies the factor $e^{i\pi z/2}$, of modulus $e^{\pi\varepsilon/2}$. For $q_+<0$ the phase is reversed and the modulus is $e^{-\pi\varepsilon/2}$. Apart from these factors both sides have density proportional to $1/|q_+|$ and speed $\omega_b|q_+|$, so the fluxes are in the ratio $e^{\pi\varepsilon}:e^{-\pi\varepsilon}$. Since they add up to the incident flux,

$$P(E)=\frac{1}{1+e^{-2\pi\varepsilon}} .$$

Half the flux passes at $E=V_0$. Far below the top $P\approx e^{-2\pi|\varepsilon|}$, as in the opening estimate.

**Thermal average.** Classically $P$ is a step at $V_0$, and the integral is $e^{-\beta V_0}/\beta$. The tunnelling factor is the ratio of the quantum integral to this value. With $u=\beta\hbar\omega_b$, $a=u/2\pi=T_c/T$ and $y=-2\pi\varepsilon$,

$$\kappa=\beta\int P(E)e^{-\beta(E-V_0)}dE=a\,I,\qquad I=\int_{-\infty}^{\infty}\frac{e^{ay}}{1+e^y}dy .$$

As $y\to+\infty$, deep below the top, the integrand tends to $e^{(a-1)y}$. The integral converges only for $a<1$, that is, for $T>T_c$. To evaluate it, integrate around a strip of height $2\pi$ in the complex $y$ plane. The upper edge contributes $-e^{2\pi ia}I$, the ends vanish for $0<a<1$, and the pole at $i\pi$ has residue $-e^{i\pi a}$. Thus

$$(1-e^{2\pi ia})I=-2\pi i\,e^{i\pi a}\quad\Rightarrow\quad I=\frac{2\pi i}{e^{i\pi a}-e^{-i\pi a}}=\frac{\pi}{\sin\pi a},$$

and, since $\pi a=u/2$,

$$\kappa=\frac{u/2}{\sin(u/2)},\qquad k=\frac{\omega_b}{2\pi}\,\frac{\sinh(\beta\hbar\omega_0/2)}{\sin(\beta\hbar\omega_b/2)}\,e^{-\beta V_0}.$$

For $u\to0$, $k\to(\omega_0/2\pi)e^{-\beta V_0}$, the classical result. The first correction is $\kappa\approx1+u^2/24$. Close above $T_c$, $\sin\pi a\approx\pi(1-a)$, so $\kappa\approx T_c/(T-T_c)$. Below $T_c$ the integral diverges, and the sine formula must not be continued there.

Extending the integral to $E=-\infty$ adds to $\kappa$ a spurious part of about $[a/(1-a)]\,e^{-(1-a)2\pi V_0/\hbar\omega_b}$. A high barrier makes this small, but not arbitrarily close to $T_c$.

**Which energies cross.** Setting the derivative of $-\beta E+\ln P(E)$ to zero gives $\beta=(2\pi/\hbar\omega_b)/(1+e^{2\pi\varepsilon})$, so $e^{2\pi\varepsilon}=T/T_c-1$ and

$$E_{\max}=V_0+k_BT_c\ln\left(\frac{T}{T_c}-1\right).$$

The most probable crossing energy is at the top when $T=2T_c$, where already $\kappa=\pi/2$. Tunnelling thus matters well above $T_c$. At $T_c$ the maximum runs away to $-\infty$.

## Second derivation: closed paths in imaginary time

The partition function is also a sum over closed paths $x(\tau)$ of duration $\hbar\beta$, weighted by $e^{-S_E/\hbar}$, where $S_E$ is the time integral of kinetic plus potential energy. Expand

$$x(\tau)=x_0+\sum_{n\ne0}a_ne^{i\nu_n\tau},\qquad \nu_n=\frac{2\pi n}{\hbar\beta},\qquad a_{-n}=a_n^* .$$

The mean position $x_0$ is the centroid. Cross terms integrate to zero, and for the parabolic barrier

$$\frac{S_E}{\hbar}=\beta V_0-\tfrac12\beta m\omega_b^2x_0^2+\beta m\sum_{n\ge1}(\nu_n^2-\omega_b^2)|a_n|^2 .$$

Integrating over the real and imaginary parts of $a_n$ gives $\pi/[\beta m(\nu_n^2-\omega_b^2)]$ if $\nu_n>\omega_b$. For a free particle $\omega_b$ is absent, and its partition function per length is $\sqrt{m/(2\pi\beta\hbar^2)}$. This fixes the normalization. The centroid density at the top is

$$\rho_c(0)=\sqrt{\frac{m}{2\pi\beta\hbar^2}}\;e^{-\beta V_0}\,\Pi,\qquad \Pi=\prod_{n=1}^{\infty}\frac{\nu_n^2}{\nu_n^2-\omega_b^2}.$$

Centroid transition-state theory now assumes that the centroid crosses with the classical thermal velocity. The mean one-way speed is $\tfrac12\langle|v|\rangle=\tfrac12\sqrt{2/(\pi\beta m)}$, and

$$k=\frac{1}{Z_R}\,\frac12\sqrt{\frac{2}{\pi\beta m}}\,\rho_c(0)=\frac{1}{2\pi\beta\hbar Z_R}\,e^{-\beta V_0}\,\Pi .$$

Comparison with the flux formula shows that $\Pi$ plays the part of $\kappa$.

The product follows from the well. There the same calculation applies with $-\omega_b^2$ replaced by $+\omega_0^2$, and the centroid integral gives $1/u_0$, where $u_0=\beta\hbar\omega_0$. Equating the result to the sum over levels,

$$\frac1{u_0}\prod_{n\ge1}\frac{\nu_n^2}{\nu_n^2+\omega_0^2}=\frac1{2\sinh(u_0/2)}\quad\Rightarrow\quad \prod_{n\ge1}\frac{1}{1+u_0^2/(2\pi n)^2}=\frac{u_0/2}{\sinh(u_0/2)} .$$

Both sides are analytic functions of $u_0^2$ down to the first pole at $u_0^2=-4\pi^2$. Setting $u_0^2=-u^2$ with $u<2\pi$ turns $\sinh$ into $\sin$:

$$\Pi=\frac{u/2}{\sin(u/2)}=\kappa .$$

The pole is where $\nu_1=\omega_b$, which is again $T=T_c$. The centroid is an unstable direction at every temperature. Below $T_c$ the two real directions of $a_1$ become unstable as well. Diagonalizing a path of 400 points confirms this: it has one unstable mode at $1.03\,T_c$ and three at $0.97\,T_c$.

## What each derivation assumes

The first route needs a transmission probability and a smooth incident flux. The second needs no scattering states, but assumes a classical centroid velocity and no recrossing. They agree here because the barrier is quadratic; this does not prove agreement for other shapes. Both divergences come from the infinite parabola, which has no floor in the first route and no restoring higher-order term in the second.

The first route extends below $T_c$ if the true $P(E)$ is used. For a smooth barrier and energies below its top, take $P\approx1/(1+e^{S(E)/\hbar})$, with $S(E)=2\int\sqrt{2m(V-E)}\,dx$ between the turning points. Differentiation gives

$$-\frac{dS}{dE}=2\int\sqrt{\frac{m}{2(V-E)}}\,dx=\tau(E),$$

the period of classical motion in the inverted potential. Below the top the weight is $e^{-\beta E-S/\hbar}$. It is stationary at $\tau(E^*)=\hbar\beta$, and this is a maximum only if $\tau$ grows as the energy falls.

To find when that holds near the top of a symmetric barrier, add $c_4x^4$ to $V$. With turning point $A$ and $x=A\sin\varphi$,

$$\tau=\frac4{\omega_b}\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-\frac{2c_4A^2}{m\omega_b^2}(1+\sin^2\varphi)}}\approx\frac{2\pi}{\omega_b}\left[1+\frac{3c_4(V_0-E)}{m^2\omega_b^4}\right].$$

The last step expands the root, uses the average $\tfrac12$ for $\sin^2\varphi$, and sets $A^2\approx2(V_0-E)/(m\omega_b^2)$. For $c_4>0$ this stationary point leaves the top at $T_c$ and at first moves down continuously as $T$ falls. The sign of $c_4$ settles only the neighbourhood of the top. The crossover is smooth if $\tau$ keeps growing at all lower energies; on a barrier with a rounded top and steep sides $\tau$ can fall again, and deep paths can then take over above $T_c$ even with $c_4>0$. With the full $P(E)$, which is not a pure exponential near the top, the maximum is already below the top, by an energy of order $k_BT_c$, somewhat above $T_c$. For $c_4<0$ the stationary point appears above $T_c$ and is a minimum of the weight. Energies beyond it gain weight, and low-energy paths can take over before $T_c$ is reached.

## A barrier of finite depth

A periodic hop can be modelled by $V=V_0\cos^2(\pi x/L)$. Its curvature at the top gives

$$\omega_b=\frac{2\pi}{L}\sqrt{\frac{V_0}{2m}},$$

and the well has $\omega_0=\omega_b$. Let $\mu=1-E/V_0$ and $\sin(\pi x/L)=\sqrt\mu\sin\varphi$. Then $V-E=V_0\mu\cos^2\varphi$, and the time element of the inverted motion is $d\varphi/(\omega_b\sqrt{1-\mu\sin^2\varphi})$. Hence

$$\tau=\frac4{\omega_b}K(\mu),\qquad K(\mu)=\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-\mu\sin^2\varphi}} .$$

This grows at every step down from the top, so the crossover is smooth.

The rate at $T_c$ can be estimated. With $\beta_c=2\pi/(\hbar\omega_b)$ and $K\approx(\pi/2)(1+\mu/4)$, integrating $\tau$ gives $S/\hbar\approx\beta_c[\Delta+\Delta^2/(8V_0)]$. At $T_c$ the linear term cancels the Boltzmann factor. What remains is half a Gaussian, with an edge at the top that is narrow if $V_0\gg\hbar\omega_b$:

$$\kappa(T_c)\approx\beta_c\int_0^\infty e^{-\beta_c\Delta^2/(8V_0)}d\Delta=\sqrt{2\pi\beta_cV_0}=2\pi\sqrt{\frac{V_0}{\hbar\omega_b}} .$$

Numerical scattering from one cosine barrier with flat ends gives 26.9 for $V_0/\hbar\omega_b=20$, against an estimate of 28.1. At $0.8\,T_c$ the same barrier has its largest weight at $0.388V_0$; the period condition gives $0.387V_0$.

## Hydrogen hopping in silicon

Take a hydrogen atom moving between neighbouring bond-centre sites, with rough values $V_0=0.50$ eV and $L=0.19$ nm. Then $\omega_b=1.618\times10^{14}$ rad/s, $\hbar\omega_b=106.5$ meV, and

$$k_BT_c=\frac{106.5\ \text{meV}}{2\pi}=16.95\ \text{meV},\qquad T_c\approx197\ \text{K}.$$

The tunnelling factors are:

| $T$ (K) | parabola | cosine barrier |
|---|---|---|
| 700 | 1.143 | 1.150 |
| 400 | 1.545 | 1.547 |
| 300 | 2.33 | 2.27 |
| 250 | 3.98 | 3.59 |

At 250 K the parabola is 11% above the cosine value. At $T_c$, where it diverges, the cosine barrier gives 12.7.

At 300 K the classical rate is multiplied by the zero-point factor of the well, $\sinh(u_0/2)/(u_0/2)$, and by the parabolic $\kappa$:

$$1.03\times10^5\times1.87\times2.33\approx4.5\times10^5\ \text{s}^{-1}$$

per barrier. At 700 K the quantum rate is $8.4\times10^9$ s$^{-1}$, against $6.5\times10^9$ s$^{-1}$ classically.

Below $T_c$ the energy $E^*$ from the period condition falls until, at about 121 K, it meets the zero-point level at 53 meV. For a barrier this low the condition is approximate: the maximum of the weight with the exact flat-ended $P(E)$ passes 53 meV somewhat above 130 K. The low levels of the well are about 100 meV apart, so $E^*$ is only a rough guide as it approaches the lowest one, and a continuous energy integral has no meaning below it. Multiplying $\omega_b/2\pi$ by the transmission of the flat-ended cosine barrier at 53 meV, $3.2\times10^{-14}$, gives an incoherent escape rate of order 1 s$^{-1}$ through a single barrier; this transmission is about 1.5 times the semiclassical value. In the rigid periodic potential itself the lowest level is a band about $10^{-8}$ eV wide, and the motion is coherent, with a hopping frequency $J/\hbar\approx4\times10^6$ s$^{-1}$, where $J$ is a quarter of the band width. Neither number is a prediction for real silicon. Coherence, site-energy differences and lattice relaxation are left out, and they can change the rate by many orders of magnitude. The tunnelling exponent alone grows as the square root of the moving mass at fixed barrier and energy.

The lattice can be included near the saddle, where the coupled quadratic motion separates into normal modes. The path argument then applies to the single unstable mode, and $\omega_b$ in $T_c$ becomes its growth rate $\lambda$. For friction $\gamma$ independent of frequency, $x\propto e^{\lambda t}$ in $\ddot x+\gamma\dot x-\omega_b^2x=0$ gives

$$\lambda=\sqrt{\omega_b^2+\gamma^2/4}-\gamma/2 .$$

A chosen $\gamma=2\times10^{13}$ s$^{-1}$ lowers $T_c$ to 185 K, with the barrier held fixed.

In real silicon, hydrogen at a bond centre pushes its two silicon neighbours apart, so the assumption of a lone moving atom fails. If one silicon atom of mass $m_{\rm Si}$ is made to move by $0.2$ of the hydrogen displacement, the path mass is $m_{\rm H}+0.2^2m_{\rm Si}=2.13$ u. At fixed $V_0$ and $L$ this lowers $T_c$ to 135 K, or by 31%. That value belongs to an imposed path. Without friction, the unstable mode of the same saddle is the direction of fastest growth, so its $T_c$ cannot be lower and may be well above 135 K. The fraction 0.2 is a chosen size, not a calculated path, so 197 K should be read as the model's value without lattice motion. Trapping at dopants and changes of charge state also affect hydrogen transport; the hop rate above does not include them. The model also keeps only one of the three vibrations of the hydrogen atom. Each of the other two contributes its zero-point factor in the well divided by that at the saddle, and for a stiff mode this can be large: a mode of 250 meV has a well factor of about 13 at 300 K. Here $V_0$ is the bare barrier. A measured activation energy already contains such shifts; in this model the slope $-d\ln k/d\beta$ is 0.42 eV at 300 K for $V_0=0.50$ eV. Anharmonicity of the well has a small effect on the rate. With $\xi$ the displacement from the well bottom in units of $\sqrt{\hbar/(m\omega_b)}$, the quartic term of the cosine well is $-(\hbar\omega_b)^2\xi^4/(12V_0)$. In the ground state $\langle\xi^4\rangle=\tfrac34$, so to first order the zero-point level drops by $(\hbar\omega_b)^2/(16V_0)\approx1.4$ meV. At 300 K, where this level dominates, that raises $Z_R$, and so lowers the rate, by about 6%.

A boron mass on the same model barrier has $T_c\approx60$ K, because $T_c\propto m^{-1/2}$ at fixed $V_0$ and $L$. At a dopant-anneal temperature of 1300 K, $\kappa-1$ is 0.35%, and the zero-point factor of the well adds about as much again. For this barrier, classical hopping suffices for boron in such an anneal, while hydrogen at room temperature needs the quantum factors. Their size depends on the rough inputs: for $V_0$ from 0.2 to 0.8 eV at the same $L$, $T_c$ runs from 124 to 249 K, and the combined factor at 300 K from 1.8 to 13. The remaining values are in the numerical output.

## Numbers as computed

```
Barrier height V0 (rough input): 0.50 eV
Hop length L (rough input): 0.19 nm
Masses H, B, Si: 1.008, 10.81, 28.09 u
H barrier angular frequency: 1.618e+14 rad/s
H barrier quantum hbar*w_b: 106.5 meV
Ratio V0/(hbar*w_b): 4.696
H crossover temperature T_c: 196.7 K
k_B*T_c: 16.95 meV
Twice T_c: 393.3 K, parabolic kappa there 1.5708
T=700 K: kappa parabola 1.143, cosine 1.150
T=400 K: kappa parabola 1.545, cosine 1.547
T=300 K: kappa parabola 2.332, cosine 2.274
T=250 K: kappa parabola 3.978, cosine 3.586
T=700 K: classical hop rate 6.470e+09 1/s per barrier
T=700 K: well zero-point factor 1.135
T=700 K: quantum hop rate 8.391e+09 1/s per barrier
T=300 K: classical hop rate 1.026e+05 1/s per barrier
T=300 K: well zero-point factor 1.873
T=300 K: quantum hop rate 4.481e+05 1/s per barrier
Most probable crossing energy, parabola, 300 K: 0.4891 eV
Cosine kappa at T_c: 12.66; estimate 13.62
High barrier (ratio 20) kappa at T_c: 26.85; estimate 28.10
Parabola error at 1.5 T_c: 2.84 %; high barrier 0.76 %
Saddle energy/V0 at 0.8 T_c: 0.387; high-barrier scattering peak 0.388
Unstable path modes at 1.03 T_c: 1; at 0.97 T_c: 3
H zero-point energy in well: 53.2 meV
Saddle reaches zero-point level at: 121.2 K
Transmission at zero-point energy: 3.22e-14
Rough zero-point hop rate: 8.3e-01 1/s
Friction (chosen): 2.0e+13 1/s; T_c becomes 184.9 K
Si displacement per H displacement (chosen): 0.2
Path mass: 2.132 u; T_c becomes 135.2 K
T=700 K: classical cosine/harmonic well partition ratio 1.0361
T=300 K: classical cosine/harmonic well partition ratio 1.0138
B mass on same barrier: T_c 60.1 K
B mass: parabolic kappa at 1300 K 1.00352
```
